# Why a high Strehl ratio does not guarantee accurate overlay

Consider a grating of pitch $p$ with clear spaces and opaque lines of equal width, imaged by a lens that is perfect except on two small patches of its pupil. The mask is thin and is lit by a plane wave along the axis, polarized along the lines, so that the fields of the orders add as scalars. All lengths are measured at the wafer, and $x=0$ is the centre of a clear space. The diffraction amplitudes are

$$a_n=\frac1p\int_{-p/4}^{p/4}e^{-2\pi i n x/p}\,dx=\frac{\sin(\pi n/2)}{\pi n},\qquad a_0=\frac12,\quad a_{\pm1}=\frac1\pi .$$

Order $n$ leaves with transverse direction $n\lambda/p$, where $\lambda$ is the vacuum wavelength. With the pupil radius scaled to one, it crosses the pupil at $ns$, where

$$s=\frac{\lambda}{p\,\mathrm{NA}} .$$

Let the pitch be fine enough that orders 0 and $\pm1$ alone contribute. Now place one patch at $+s$ and the other at $-s$, with wavefront errors $+h$ and $-h$, both lengths. A wavefront error $W$ multiplies the field by $e^{2\pi iW/\lambda}$, so with $k=2\pi/p$ and $\varphi=2\pi h/\lambda$ the field at the wafer is

$$A(x)=\frac12+\frac1\pi e^{i(kx+\varphi)}+\frac1\pi e^{-i(kx+\varphi)}=\frac12+\frac2\pi\cos(kx+\varphi).$$

This is the perfect image with $x$ replaced by $x+\varphi/k$. The whole grating has moved by

$$\Delta x=-\frac{\varphi}{k}=-\frac{hp}{\lambda}=-\frac{h}{\mathrm{NA}\,s}.$$

For a grating of unlimited extent, the size of the patches does not appear. The Strehl ratio, in contrast, does depend on that size. It compares the peak intensity of a point image with that of a perfect lens. If each patch covers a fraction $\varepsilon$ of the pupil, the intensity at the centre of the point image, relative to the perfect one, is

$$\left|1-2\varepsilon+\varepsilon e^{i\varphi}+\varepsilon e^{-i\varphi}\right|^2=\left[1-2\varepsilon(1-\cos\varphi)\right]^2 ,$$

which tends to one as $\varepsilon\to0$. The peak cannot be lower than this central value, nor higher than one, so the Strehl ratio also tends to one. The displacement of the grating stays where it was.

## The belief and its appeal

The belief is that a lens with a Strehl ratio very close to one must put every pattern in its right place, once a common displacement has been aligned away. There is a sound argument behind part of it. Write $\phi=2\pi W/\lambda$, let $\langle\cdot\rangle$ be the average over the pupil area, and choose the piston so that $\langle\phi\rangle=0$. With the best-fitting tilt removed, and for small errors,

$$S=\left|\langle e^{i\phi}\rangle\right|^2\approx\left|1-\tfrac12\langle\phi^2\rangle\right|^2\approx1-\left(\frac{2\pi\sigma}{\lambda}\right)^2,$$

where $\sigma$ is the rms wavefront error. A high $S$ therefore means a small $\sigma$. By Parseval's theorem, the energy of the error in the point image's field is proportional to $\langle|e^{i\phi}-1|^2\rangle\approx\langle\phi^2\rangle$, which is small too. Since a coherent image is a sum of point images, it seems that every image must be nearly right.

The last inference fails for a periodic object. A grating adds the fields of many points with a regular spacing, and weak errors in each point image can add in phase. For narrow patches in the pupil, most of these errors lie far out in the point image. In the pupil this sum becomes a few isolated orders. The Strehl ratio reports an average over the pupil area, while each order reports the wavefront at one place.

The Strehl ratio also discards the sign. Replacing $W$ by $-W$ turns $\langle e^{i\phi}\rangle$ into its complex conjugate and leaves $S$ unchanged, but it reverses the displacement found above.

## Which part of the wavefront moves the image

For a general wavefront, write $W(\pm s)=W_e(s)\pm W_o(s)$ along the grating direction, with even and odd parts. Let $\phi_0$ be the phase at the pupil centre, $\psi=2\pi W_e(s)/\lambda-\phi_0$ and $\varphi=2\pi W_o(s)/\lambda$. Then

$$A(x)=e^{i\phi_0}\left[a_0+2a_1e^{i\psi}\cos(kx+\varphi)\right],$$

$$|A|^2=a_0^2+4a_0a_1\cos\psi\,\cos(kx+\varphi)+4a_1^2\cos^2(kx+\varphi).$$

The even part changes the contrast through $\cos\psi$. It does not move the centre of symmetry, which lies at

$$\Delta x=-\frac{\varphi}{k}=-\frac{W_o(s)}{\mathrm{NA}\,s}.$$

Within this three-beam model the result needs no small-phase approximation, and it holds at any focus that leaves a printable image. A tilt $W=t\,x_p$, where $x_p$ is the pupil coordinate along the grating direction, gives $-t/\mathrm{NA}$ for every pitch. Alignment can remove that. It cannot remove a variation of $W_o(s)/s$ with $s$.

The simplest such variation is coma with rms value $c$,

$$W=\sqrt8\,c\,(3r^3-2r)\cos\theta .$$

The factor $\sqrt8$ gives unit rms for $c=1$, because $\langle(3r^3-2r)^2\cos^2\theta\rangle=\frac98-2+1=\frac18$. The term $-2r$ makes the wavefront orthogonal to tilt. Substituting $r=s$, $\theta=0$,

$$\Delta x=-\frac{\sqrt8\,c}{\mathrm{NA}}\,(3s^2-2),\qquad
|\Delta x_1-\Delta x_2|=\frac{3\sqrt8\,c}{\mathrm{NA}}\,|s_1^2-s_2^2| .$$

The displacement changes sign at $s^2=2/3$, so two pitches on either side of this point move in opposite directions.

## A number

Take $\lambda=193.4$ nm and $\mathrm{NA}=1.35$, rough typical values for water-immersion lithography, and choose $c=0.5$ nm with no other aberration. Then

$$1-S\approx\left(\frac{2\pi\times0.5}{193.4}\right)^2=2.64\times10^{-4},$$

so $S=0.99974$. Spherical aberration of the same rms gives the same Strehl ratio to this accuracy, yet being even it displaces neither grating below.

For pitches of 160 and 250 nm the first orders fall at $s=0.8954$ and $0.5730$, where the wavefront error is $0.5129$ and $-0.8225$ nm. Hence

$$\Delta x_{160}=-\frac{0.5129}{1.35\times0.8954}=-0.424\ \text{nm},\qquad
\Delta x_{250}=+\frac{0.8225}{1.35\times0.5730}=+1.063\ \text{nm}.$$

The two gratings are displaced relative to each other by 1.49 nm, about three times the rms wavefront error. The pitch with no displacement is 175.5 nm.

To bring this pair within 0.1 nm, the coma would have to fall to $0.5\times0.1/1.4875=0.034$ nm rms. The corresponding Strehl loss is $1.2\times10^{-6}$. Even a specification that strict would protect the pair against coma, not against every wavefront. Let the two patches of the opening be Gaussian bumps $\pm h\,e^{-d^2/2w^2}$, where $d$ is the distance from the point $\pm s$. Each contributes $h^2\pi w^2$ to the integral of $W^2$, and the pupil area is $\pi$, so for narrow bumps well inside the pupil

$$1-S\approx\left(\frac{2\pi}{\lambda}\right)^2 2h^2w^2 .$$

With $h=2$ nm and $w=0.01$, the loss is $8.4\times10^{-7}$, below the coma limit just found. The 160 nm grating still moves by $-2/(1.35\times0.8954)=-1.65$ nm, while the 250 nm grating, whose orders miss the bumps, stays in place to the digits given. This full displacement needs a wide grating, because a bump of width $w$ acts over a distance of about $\lambda/(2\pi\,\mathrm{NA}\,w)\approx2.3\ \mu$m at the wafer. In a grating of long lines with 11, 21 or 51 clear spaces, the central space moves by about $-0.47$, $-0.90$ and $-1.56$ nm.

## What a restricted wavefront allows

Such bumps require fine structure in the wavefront. If the wavefront contains Zernike terms up to degree $N$, a bound does exist. Let $Z_j$ be the terms of unit rms and $c_j$ their coefficients. Then $\sum_jc_j^2\le\sigma^2$ for any subset of them, and

$$\Delta x_1-\Delta x_2=-\frac1{\mathrm{NA}}\sum_jc_jd_j,\qquad
d_j=\frac{Z_j(s_1)}{s_1}-\frac{Z_j(s_2)}{s_2}.$$

The sum runs over the odd cosine terms. Sine terms vanish on the grating axis, even terms do not move the image, and tilt cancels in $d_j$. The Cauchy–Schwarz inequality gives

$$|\Delta x_1-\Delta x_2|\le\frac{K\sigma}{\mathrm{NA}},\qquad K^2=\sum_jd_j^2,$$

with equality when $c_j$ is proportional to $d_j$ and nothing else is present. For the 160 and 250 nm pair, $K$ is 4.23, 5.48 and 8.82 for $N=3$, 5 and 7. With $\sigma=0.5$ nm the largest relative displacements are 1.57, 2.03 and 3.27 nm, all at $S=0.99974$. These are worst cases, not expected values. The same Strehl ratio is also compatible with no relative displacement.

## A coarse mark measures something else

Overlay can be read from marks much coarser than the device pattern. Suppose that many orders pass, the lens is in focus and the wavefront is odd. With $\varphi_n$ the phase of order $n$, the field is $A=a_0+2\sum_{n>0}a_n\cos(nkx+\varphi_n)$. To first order in the phases,

$$\delta A=-2\sum_{n>0}a_n\varphi_n\sin(nkx),\qquad A'=-2k\sum_{n>0}na_n\sin(nkx).$$

An edge at $x_e$ stays on the same intensity contour if $A'\,\delta x+\delta A=0$. Since $\varphi_n/k=nW(s_n)/(\mathrm{NA}\,s_n)$ with $s_n=ns$,

$$\delta x=-\frac1{\mathrm{NA}}\sum_{n>0}w_n\frac{W(s_n)}{s_n},\qquad
w_n=\frac{na_n\sin(nkx_e)}{\sum_{m>0}ma_m\sin(mkx_e)} .$$

The weights sum to one and are the same for the opposite edge at $-x_e$, so the feature moves as a whole. A sparse grating takes one sample of $W/s$; a coarse mark takes a weighted mean.

For equal lines and spaces printed to size, $x_e=p/4$, and $na_n\sin(n\pi/2)=\sin^2(n\pi/2)/\pi$ is equal for all odd orders and zero for even ones. A mark of pitch 1600 nm passes the odd orders from 1 to 11, here taken with equal transmission. Locating both edges numerically in its computed image gives a displacement of $+0.89$ nm with the same coma. If the exposure is aligned by this mark to a reference without such errors, the mark reads zero while the 160 nm grating sits at $-0.424-0.894=-1.32$ nm. The 250 nm grating is off by only 0.17 nm.

Overlay is a difference between layers. If both layers carry the same pattern and are printed with the same aberrations, illumination, focus and dose, their displacements cancel. The error appears when the patterns or the imaging conditions differ.

## Sources of finite size

A real source is not a point. For a source point at $(a,b)$ in the pupil, the three orders cross at $(a,b)$ and $(a\pm s,b)$, and the argument used before gives

$$\Delta x=-\frac{W(a+s,b)-W(a-s,b)}{2\,\mathrm{NA}\,s}.$$

For coma, $W=\sqrt8c\,[3(x_p^2+y_p^2)-2]\,x_p$. Using $[(a+s)^3-(a-s)^3]/2s=3a^2+s^2$, the displacement is $-(\sqrt8c/\mathrm{NA})\,[3(3a^2+s^2+b^2)-2]$. In focus and for small errors, all source points give equal edge slopes, so their displacements are averaged with equal weight. Over a centred disc of radius $q$, $\langle a^2\rangle=\langle b^2\rangle=q^2/4$, and

$$\Delta x=-\frac{\sqrt8\,c}{\mathrm{NA}}\,(3s^2-2+3q^2),$$

provided that the pupil cuts off no part of the first orders. The new term is common to both pitches. For $q=0.1$ the summed images move by $-0.456$ and $+1.032$ nm, and the relative displacement remains 1.49 nm.

The disc does blunt narrow bumps. It averages each over an area $\pi q^2$, which multiplies the displacement by $2\pi w^2/\pi q^2=2w^2/q^2$ when $w\ll q$. A bump with $h=2$ nm and $w=0.02$ then moves the 160 nm grating by $-0.13$ nm instead of $-1.65$ nm. A finite source thus reduces the effect of wavefront bumps much narrower than the source disc, but it does not remove that of smooth coma.

Fine pitches can be printed with two off-axis poles. Each pole sends two orders through the pupil, at $u$ and $v$ with $|u-v|=s$. Their interference term varies as $\cos[k x+2\pi(W(u)-W(v))/\lambda]$ for $u>v$, so

$$\Delta x=-\frac{W(u)-W(v)}{\mathrm{NA}\,(u-v)} .$$

The lens is now sampled through the slope of a chord. The mirrored pole gives the same displacement for odd errors and the opposite one for even errors, so in the summed image the odd displacement remains and the even one cancels. With pole centres at $\pm0.8$, pole radius 0.1 and the same coma, numerical sums over the source give $+0.07$ nm at 90 nm pitch, $+0.555$ nm at 120 nm and about $-1.0$ nm for the mark. The mark's displacement has changed sign although the lens, and hence its Strehl ratio, has not changed.

## Limits of the model and the real case

The statement that even errors do not move the image rests on a symmetric source. Defocus by $z$ in a fluid of index $n_f$ adds $W=z\sqrt{n_f^2-\mathrm{NA}^2r^2}$. If a point source is off centre by a small $a$, then $W(a+s)-W(a-s)\approx2aW'(s)$, and

$$\Delta x\approx\frac{z\,a\,\mathrm{NA}}{\sqrt{n_f^2-\mathrm{NA}^2s^2}} .$$

For $z=40$ nm, $a=0.01$ and $n_f=1.44$, this is 0.69 nm at 160 nm pitch and 0.44 nm at 250 nm, without any coma and with equal transmission of all orders. This pattern-dependent part, about 0.25 nm, is invisible to a Strehl ratio measured at best focus.

In immersion scanners, overlay budgets are roughly a few nanometres, so the displacements found here would matter. The example is nevertheless a model: a real lens spreads its residual error over many terms, and part of it can be adjusted. The point source is also an idealization. Enlarging it to $q=0.3$ lowers the displacement at 250 nm pitch from 1.06 to 0.78 nm; at 160 nm pitch the pupil would then clip the first orders. Defocus by 40 nm with a centred source changes the 160 nm result for $q=0.1$ from $-0.46$ to $-0.38$ nm, and the point-source result for the mark from 0.89 to 1.14 nm. A uniform flare of 2% of the clear-field intensity changes the mark's displacement by less than 0.001 nm. The model also gives all orders inside the pupil equal transmission. In a real reduction lens, conservation of energy multiplies the field of each order by a factor proportional to $\sqrt{\cos\theta_m/\cos\theta_w}$, where $\theta_m$ and $\theta_w$ are its angles to the axis at the mask and in the fluid. This factor is the same for orders $\pm1$ of an axial point source, so the displacements of the 160 and 250 nm gratings stay as they were. The mark's steep orders gain weight, however, and for fourfold reduction its displacement falls from 0.89 to about 0.7 nm. The finite-source values change as well: the 160 nm result for $q=0.1$ goes from $-0.46$ to $-0.49$ nm, the 250 nm result for $q=0.3$ from 0.78 to 0.73 nm, and the mark under the two poles from about $-1.0$ to $-1.1$ nm. The decentred source is affected more strongly. It gives orders $\pm1$ unequal amplitudes, and defocus turns that imbalance into a further shift: for $z=40$ nm and $a=0.01$ the displacements become 1.06 and 0.48 nm, and the pattern-dependent part 0.58 nm instead of 0.25 nm. Mask topography, lens heating, resist chemistry and the finite length of the lines are left out, and their effect is not estimated here.

A Strehl ratio is a useful measure of the average wavefront quality. For a symmetric source, an image in focus and small wavefront errors, an overlay requirement needs the odd wavefront at the places where the chosen patterns and source send their light, compared with the same quantity for the alignment mark. With a decentred source or with defocus, the even part can matter as well.
